# Why TB09 narrows bands and makes carriers too heavy: a program that tests the result

```python
# Result under test: a multiplicative potential (TB09) that widens a gap also
# narrows bands and raises edge masses; at EQUAL gap a finite-range nonlocal
# exchange operator gives lighter edges, so the local masses are too heavy.
# Hartree atomic units. a: lattice constant, V0: cosine amplitude,
# D, t: site energy and hopping of a two-band chain, c: TB09 parameter,
# rho, tau: spin density and (1/2) sum |grad psi|^2 of one spin,
# lam, U: range and strength of the model exchange interaction.
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants

HA_EV = physical_constants["Hartree energy in eV"][0]
a, V0 = 6.0, 0.2
G = 2 * np.pi / a
edge = np.pi / a
step = 0.002
print(f"lattice constant a = {a:.1f} bohr, amplitude V0 = {V0:.2f} hartree")


def curvature(energy, k0):
    return (energy(k0 + step) - 2 * energy(k0) + energy(k0 - step)) / step**2


# ---------- two-band chain, tested on finite rings ----------
cells = 200


def ring(D, t):
    n = 2 * cells
    H = np.diag(D * (-1.0) ** np.arange(n))
    for i in range(n):
        j = (i + 1) % n
        H[i, j] = H[j, i] = -t
    return H


def ring_edge(H):
    upper = np.linalg.eigvalsh(H)[cells:]
    dk = 2 * np.pi / (cells * a)
    return dk**2 / (2 * (upper[1] - upper[0])), upper[-1] - upper[0]


D0, D1, t0, t1, U_bond = 0.10, 0.15, 0.10, 0.09, 0.10
print(f"chain: bond exchange strength {U_bond:.2f} hartree")
chain = []
for name, D, t in (("start", D0, t0), ("wider gap, same hopping", D1, t0),
                   ("wider gap, less hopping", D1, t1)):
    mass, width = ring_edge(ring(D, t))
    assert abs(mass / (2 * D / (2 * t**2 * a**2)) - 1) < 2e-3
    assert abs(width - (np.sqrt(D**2 + 4 * t**2) - D)) < 1e-9
    chain.append((mass, width))
    print(f"chain {name}: D {D:.2f}, t {t:.2f}, width {width:.4f} hartree;"
          f" mass {mass:.4f} m_e")
assert chain[0][0] < chain[1][0] < chain[2][0]
assert chain[0][1] > chain[1][1] > chain[2][1]
_, C = np.linalg.eigh(ring(D0, t0))
P = C[:, :cells] @ C[:, :cells].T
bond = quad(lambda th: t0 * np.cos(th)**2
            / np.sqrt(D0**2 + 4 * t0**2 * np.cos(th)**2), 0, np.pi)[0] / np.pi
assert abs(P[0, 1] - bond) < 1e-8
neighbours = ring(0.0, 1.0) != 0
mass_fock, width_fock = ring_edge(ring(D1, t0) - U_bond * P * neighbours)
t_eff = t0 + U_bond * bond
assert abs(mass_fock / (D1 / (t_eff**2 * a**2)) - 1) < 2e-3
assert mass_fock < chain[1][0] and width_fock > chain[1][1]
print(f"chain bond order {bond:.4f}; hopping with exchange {t_eff:.4f} hartree")
print(f"chain with exchange, D {D1:.2f}: width {width_fock:.4f} hartree;"
      f" mass {mass_fock:.4f} m_e")

# ---------- one-dimensional cosine lattice ----------
M = 8
g = G * np.arange(-M, M + 1)


def h1(k, V=V0):
    off = np.full(2 * M, -V / 2)
    return np.diag((k + g)**2 / 2) + np.diag(off, 1) + np.diag(off, -1)


def levels(k, V=V0):
    return np.linalg.eigvalsh(h1(k, V))


nq = 80
qs = -edge + G * (np.arange(nq) + 0.5) / nq
cq = np.array([np.linalg.eigh(h1(q))[1][:, 0] for q in qs])

# ---------- Becke-Roussel potential and its tests ----------


def v_br(rho, grad2, lap, tau, gamma=0.8):
    Q = (lap - 2 * gamma * (2 * tau - grad2 / (4 * rho))) / 6
    target = Q / ((2 / 3) * np.pi**(2 / 3) * rho**(5 / 3))
    lo, hi = np.full_like(rho, 1e-9), np.full_like(rho, 80.0)
    for _ in range(90):
        x = (lo + hi) / 2
        below = (x - 2) * np.exp(2 * x / 3) / x < target
        lo, hi = np.where(below, x, lo), np.where(below, hi, x)
    b = (x**3 * np.exp(-x) / (8 * np.pi * rho))**(1 / 3)
    return -(1 - np.exp(-x) * (1 + x / 2)) / b


r = np.array([0.3, 0.8, 1.0, 2.0, 4.0])
rho_h = np.exp(-2 * r) / np.pi
exact_h = -(1 - np.exp(-2 * r) * (1 + r)) / r
assert np.allclose(v_br(rho_h, 4 * rho_h**2, (4 - 4 / r) * rho_h,
                        2 * rho_h**2 / (4 * rho_h) * 4 / 4 ), exact_h,
                   atol=1e-8)
kf = np.array([0.5, 1.0])
rho_u = kf**3 / (6 * np.pi**2)
tau_u = 0.3 * kf**2 * rho_u
br_u = v_br(rho_u, 0 * kf, 0 * kf, tau_u)
slope_u = br_u + 3 / np.pi * np.sqrt(5 * tau_u / (6 * rho_u))
assert np.all(np.abs(slope_u / br_u) < 0.005)
print(f"uniform gas: |c-slope / v_BR| = {abs(slope_u[1] / br_u[1]):.5f}")

# ---------- TB09 potential of the filled band, cubic cosine lattice ----------
ng = 16
x = a * np.arange(ng) / ng
n0, n1, n2, tk = (np.zeros(ng) for _ in range(4))
for q, cvec in zip(qs, cq):
    waves = np.exp(1j * np.outer(x, q + g)) / np.sqrt(a)
    f = waves @ cvec
    df = waves @ (1j * (q + g) * cvec)
    ddf = waves @ (-(q + g)**2 * cvec)
    n0 += abs(f)**2 / nq
    n1 += 2 * (f.conj() * df).real / nq
    n2 += 2 * (abs(df)**2 + (f.conj() * ddf).real) / nq
    tk += abs(df)**2 / 2 / nq


def product(u, v, w):
    return np.einsum("i,j,k->ijk", u, v, w)


def cyclic(u, power=1):
    return (product(u, n0, n0)**power + product(n0, u, n0)**power
            + product(n0, n0, u)**power)


rho = product(n0, n0, n0)
assert abs(rho.mean() * a**3 - 1) < 1e-8
grad2, lap, tau = cyclic(n1, 2), cyclic(n2), cyclic(tk)
br = v_br(rho, grad2, lap, tau)
kinetic = np.sqrt(5 * tau / (6 * rho)) / np.pi
lda = -(6 * rho / np.pi)**(1 / 3)
slope = br + 3 * kinetic
h = ng // 2
site, middle, corner = slope[0, 0, 0], slope[h, 0, 0], slope[h, h, h]
assert site < middle < corner and site < 0 < corner
print(f"dv/dc at site {site:.4f}, bond centre {middle:.4f},"
      f" cell corner {corner:.4f} hartree")
gbar = np.mean(np.sqrt(grad2) / rho)
print(f"mean |grad rho|/rho = {gbar:.4f} 1/bohr; TB09 formula would give"
      f" c = {-0.012 + 1.023 * np.sqrt(gbar):.3f}")

m3 = np.array(list(itertools.product(range(-4, 4), repeat=3)))
diff = (m3[:, None, :] - m3[None, :, :]) % ng
cosx = np.cos(G * x)
base = -V0 * (cosx[:, None, None] + cosx[None, :, None] + cosx[None, None, :])


def potential_matrix(v):
    vf = np.fft.fftn(v).real / ng**3
    return vf[diff[..., 0], diff[..., 1], diff[..., 2]]


def h3(vm, k):
    return vm + np.diag(((np.asarray(k) + G * m3)**2).sum(1) / 2)


def low3(vm, k):
    return eigh(h3(vm, k), eigvals_only=True, subset_by_index=[0, 1])


results = []
points = list(itertools.combinations_with_replacement((1.0, 0.5, 0.0), 3))
for c in (None, 1.0, 1.2, 1.4):
    v = base if c is None else base + c * br + (3 * c - 2) * kinetic - lda
    vm = potential_matrix(v)
    scan = np.array([low3(vm, edge * np.array(p)) for p in points])
    assert points[int(np.argmax(scan[:, 0]))] == (1.0, 1.0, 1.0)
    assert points[int(np.argmin(scan[:, 1]))] == (1.0, 0.0, 0.0)
    E, C = np.linalg.eigh(h3(vm, (edge, edge, edge)))
    strength = (C.T @ ((edge + G * m3[:, 0]) * C[:, 0]))**2
    inv_sum = 1 + 2 * np.sum(strength[1:] / (E[0] - E[1:]))
    inv_v = curvature(lambda k: low3(vm, (k, edge, edge))[0], edge)
    inv_c = curvature(lambda k: low3(vm, (k, 0, 0))[1], edge)
    assert abs(inv_v / inv_sum - 1) < 2e-3
    bottom, cmin = low3(vm, (0, 0, 0))[0], low3(vm, (edge, 0, 0))[1]
    if c is None:
        e0, e1 = levels(0.0), levels(edge)
        assert abs(E[0] - 3 * e1[0]) < 1e-7
        assert abs(cmin - e1[1] - 2 * e0[0]) < 1e-7
    gap = cmin - E[0]
    assert gap > 0
    row = (gap, E[1] - E[0], E[0] - bottom, -1 / inv_v, 1 / inv_c,
           strength[1:4].sum())
    results.append(row)
    tag = "LDA start" if c is None else f"TB09 c={c:.1f}"
    print(f"{tag}: gap {row[0]:.4f} hartree = {row[0] * HA_EV:.2f} eV,"
          f" direct gap at R {row[1]:.4f} hartree")
    print(f"{tag}: valence width {row[2]:.4f} hartree; hole mass {row[3]:.4f},"
          f" electron mass {row[4]:.4f} m_e")
    print(f"{tag}: momentum strength to next level {row[5]:.4f} a.u.")
R = np.array(results)
assert np.all(np.diff(R[:, 0]) > 0) and np.all(np.diff(R[:, 1]) > 0)
assert np.all(np.diff(R[:, 2]) < 0)
assert np.all(np.diff(R[:, 3]) > 0) and np.all(np.diff(R[:, 4]) > 0)
log_gap, log_p = np.log(R[-1, 1] / R[0, 1]), np.log(R[-1, 5] / R[0, 5])
assert abs(log_p) < 0.3 * log_gap
print(f"LDA to c=1.4: ln(direct gap ratio) {log_gap:.4f},"
      f" ln(momentum strength ratio) {log_p:.4f}")

# ---------- nonlocal exchange against a local potential of equal gap ----------
shifted = []
for s in range(-M, M + 1):
    moved = np.zeros_like(cq)
    for j in range(2 * M + 1):
        if 0 <= j - s <= 2 * M:
            moved[:, j] = cq[:, j - s]
    shifted.append((s, moved))


def exchange(k, U, lam):
    K = np.zeros((2 * M + 1, 2 * M + 1))
    for s, moved in shifted:
        w = 2 * U * lam / (1 + (lam * (k - qs + s * G))**2)
        K -= (moved.T * w) @ moved / (nq * a)
    return K


def bloch(k, cvec, pos):
    return np.exp(1j * np.outer(pos, k + g)) @ cvec / np.sqrt(a)


U_long, lam_long = 0.10, a
kt = 0.3
ct = np.linalg.eigh(h1(kt))[1][:, 0]
dx = a / 48
near, far = dx * np.arange(48), dx * np.arange(-480, 528)
gam = sum(np.outer(bloch(q, cv, near), bloch(q, cv, far).conj())
          for q, cv in zip(qs, cq)) / nq
w_real = U_long * np.exp(-abs(near[:, None] - far[None, :]) / lam_long)
direct = -dx**2 * (bloch(kt, ct, near).conj() @ (gam * w_real)
                   @ bloch(kt, ct, far)).real
assert abs(direct / (ct @ exchange(kt, U_long, lam_long) @ ct) - 1) < 2e-3


def summary(solver):
    top = solver(edge)
    return (top[1] - top[0], top[0] - solver(0.0)[0],
            -1 / curvature(lambda k: solver(k)[0], edge),
            1 / curvature(lambda k: solver(k)[1], edge))


def show(tag, s):
    print(f"{tag}: gap {s[0]:.4f}, width {s[1]:.4f} hartree;"
          f" hole {s[2]:.4f}, electron {s[3]:.4f} m_e")


start = summary(levels)
show("1D start", start)
excess = {}
for tag, lam in (("long", lam_long), ("short", 0.02 * a)):
    U = U_long * lam_long / lam
    print(f"{tag} range: lambda {lam:.2f} bohr, U {U:.2f} hartree")
    nonlocal_ = summary(lambda k: np.linalg.eigvalsh(h1(k)
                                                     + exchange(k, U, lam)))
    V_match = brentq(lambda V: levels(edge, V)[1] - levels(edge, V)[0]
                     - nonlocal_[0], 0.05, 1.5)
    local = summary(lambda k: levels(k, V_match))
    show(f"1D nonlocal, {tag} range", nonlocal_)
    show(f"1D local, equal gap, V={V_match:.4f} hartree", local)
    excess[tag] = np.array([local[2] / nonlocal_[2], local[3] / nonlocal_[3]])
    print(f"{tag} range, local/nonlocal mass: hole {excess[tag][0]:.4f},"
          f" electron {excess[tag][1]:.4f}")
    if tag == "long":
        V_deep = V_match
        assert nonlocal_[0] > start[0] and local[1] < nonlocal_[1]
        assert local[2] > start[2] and local[3] > start[3]
assert np.all(excess["long"] > 1.05)
assert np.all(abs(excess["short"] - 1) < 0.5 * (excess["long"] - 1))

# ---------- localization and hopping in the cosine lattice ----------


def wannier(V, n=200):
    ks = -edge + G * np.arange(n + 1) / n
    solved = [np.linalg.eigh(h1(k, V)) for k in ks]
    e = np.array([s[0][0] for s in solved[:-1]])
    hop = -np.mean(e * np.cos(ks[:-1] * a))
    overlap = np.array([solved[i][1][:, 0] @ solved[i + 1][1][:, 0]
                        for i in range(n)])
    return np.sqrt(np.mean(1 - overlap**2)) / (G / n), hop


spread0, hop0 = wannier(V0)
spread1, hop1 = wannier(V_deep)
assert spread1 < spread0 and 0 < hop1 < hop0
print(f"Wannier rms width: V0 {spread0:.4f}, deeper {spread1:.4f} bohr")
print(f"valence hopping: V0 {hop0:.5f}, deeper {hop1:.5f} hartree")
print("verified")
```

Printed output:

```
lattice constant a = 6.0 bohr, amplitude V0 = 0.20 hartree
chain: bond exchange strength 0.10 hartree
chain start: D 0.10, t 0.10, width 0.1236 hartree; mass 0.2779 m_e
chain wider gap, same hopping: D 0.15, t 0.10, width 0.1000 hartree; mass 0.4167 m_e
chain wider gap, less hopping: D 0.15, t 0.09, width 0.0843 hartree; mass 0.5145 m_e
chain bond order 0.2587; hopping with exchange 0.1259 hartree
chain with exchange, D 0.15: width 0.1430 hartree; mass 0.2630 m_e
uniform gas: |c-slope / v_BR| = 0.00040
dv/dc at site -0.5108, bond centre 0.1286, cell corner 0.4988 hartree
mean |grad rho|/rho = 1.2597 1/bohr; TB09 formula would give c = 1.136
LDA start: gap 0.0717 hartree = 1.95 eV, direct gap at R 0.1984 hartree
LDA start: valence width 0.1900 hartree; hole mass 0.5361, electron mass 0.2611 m_e
LDA start: momentum strength to next level 0.2832 a.u.
TB09 c=1.0: gap 0.1134 hartree = 3.09 eV, direct gap at R 0.2348 hartree
TB09 c=1.0: valence width 0.1675 hartree; hole mass 0.6869, electron mass 0.2847 m_e
TB09 c=1.0: momentum strength to next level 0.2868 a.u.
TB09 c=1.2: gap 0.1648 hartree = 4.49 eV, direct gap at R 0.2741 hartree
TB09 c=1.2: valence width 0.1438 hartree; hole mass 0.8754, electron mass 0.3146 m_e
TB09 c=1.2: momentum strength to next level 0.2913 a.u.
TB09 c=1.4: gap 0.2155 hartree = 5.87 eV, direct gap at R 0.3137 hartree
TB09 c=1.4: valence width 0.1228 hartree; hole mass 1.0971, electron mass 0.3434 m_e
TB09 c=1.4: momentum strength to next level 0.2967 a.u.
LDA to c=1.4: ln(direct gap ratio) 0.4583, ln(momentum strength ratio) 0.0466
1D start: gap 0.1984, width 0.0633 hartree; hole 0.5361, electron 0.2611 m_e
long range: lambda 6.00 bohr, U 0.10 hartree
1D nonlocal, long range: gap 0.2633, width 0.0678 hartree; hole 0.5200, electron 0.2562 m_e
1D local, equal gap, V=0.2671 hartree: gap 0.2633, width 0.0486 hartree; hole 0.8203, electron 0.3170 m_e
long range, local/nonlocal mass: hole 1.5775, electron 1.2372
short range: lambda 0.12 bohr, U 5.00 hartree
1D nonlocal, short range: gap 0.3665, width 0.0324 hartree; hole 1.4200, electron 0.3851 m_e
1D local, equal gap, V=0.3772 hartree: gap 0.3665, width 0.0317 hartree; hole 1.4534, electron 0.3920 m_e
short range, local/nonlocal mass: hole 1.0236, electron 1.0180
Wannier rms width: V0 1.4191, deeper 1.2405 bohr
valence hopping: V0 0.01554, deeper 0.01204 hartree
verified
```
